# Schenk's silicon band-gap narrowing: four shifts, doping and temperature

Take silicon with $10^{20}$ ionized donors per cm³ at 300 K. Schenk's model gives an exchange-correlation shift of 46.9 meV for the conduction band, and a random-phase (RPA) calculation with the same masses gives 46.8 meV. For the valence band the model gives 18.1 meV and the RPA calculation 42.4 meV. At this density the formula agrees with RPA to 0.3% for one carrier and misses more than half of the RPA shift for the other. To see why, one must know what each of its terms stands for.

## A dilute gas by hand

Let $\mu$ be the reduced mass of an electron (0.321 free-electron masses) and a hole (0.346), and let the relative permittivity be 11.7. Energies are measured in the excitonic Rydberg, 16.55 meV, and lengths in the excitonic Bohr radius, 3.718 nm. Then

$$\varepsilon_a(k)=\alpha_a k^2,\quad \alpha_a=\mu/m_a,\quad v(q)=8\pi/q^2,\quad \Upsilon=kT/\mathrm{Ry},$$

with $\alpha_e=0.5187$, $\alpha_h=0.4813$ and $\Upsilon=1.562$ at 300 K. The bands are taken as isotropic and parabolic. Each shift is printed as a positive number: it lowers the conduction edge or raises the valence edge, so all of them narrow the gap.

Start with $10^{17}$ donors per cm³, which is $n=0.00514$ in these units. Treat the electrons as a classical gas. A potential $\phi$ acting on them changes their density by $-n\phi/\Upsilon$, by the Boltzmann factor. Around a fixed unit charge the potential therefore obeys $\phi=v-v(n/\Upsilon)\phi$, or

$$\phi(q)=\frac{8\pi}{q^2+\kappa^2},\qquad \kappa^2=\frac{8\pi n}{\Upsilon}.$$

The induced part, taken at the charge itself, is

$$\int\!\frac{d^3q}{(2\pi)^3}\left[\frac{8\pi}{q^2+\kappa^2}-\frac{8\pi}{q^2}\right]=-\frac4\pi\int_0^\infty\!\frac{\kappa^2\,dq}{q^2+\kappa^2}=-2\kappa .$$

The induced potential grows in proportion to the charge while the charge is built up, so the work is half of this, $-\kappa$. It is the same for an electron and for a hole.

Each donor ion also gains $-\kappa$, which makes an energy density $-n_{ion}\kappa$. One more carrier of either sign improves the screening. Since $\partial\kappa/\partial n=\kappa/2n$, its energy falls by $n_{ion}\kappa/2n=\kappa/2$. The narrowing is then

$$\kappa+\kappa+\tfrac{\kappa}{2}+\tfrac{\kappa}{2}=3\kappa .$$

Here $\kappa=\sqrt{25.13\times0.00514/1.562}=0.288$, or 4.76 meV, so $3\kappa$ is 14.3 meV. Schenk's model gives 12.1 meV. At $10^{20}$ cm⁻³, $\kappa$ is $\sqrt{1000}$ times larger and the classical rule predicts about 450 meV, against 91 meV from the model. The four-part structure survives at high density, but the classical response does not.

## The general shifts

Define each shift as the derivative of the interaction free energy with respect to the density of that carrier, at fixed temperature and ion density. This is a shift of the chemical potential at given density, and the model applies it to the whole band as a rigid displacement. Single states can move by other amounts: bare exchange alone shifts the state at $k=0$ by $(4/\pi)\int_0^\infty f\,dk$, twice the exchange value derived below. Let $f$ be the Fermi function with reduced Fermi level $\eta$, and $g_e=12$, $g_h=4$ the degeneracies.

**Exchange.** The first-order energy is $F_x=-\frac g2\iint v\,f f'$ over both momenta. The angular integral of $1/|\mathbf k-\mathbf k'|^2$ gives

$$F_x=-\frac{g}{2\pi^3}\iint kk'f(k)f(k')L\,dk\,dk',\quad L=\ln\left|\frac{k+k'}{k-k'}\right|.$$

Since $f$ depends on $\eta-\alpha k^2/\Upsilon$, we have $k\,\partial f/\partial\eta=-(\Upsilon/2\alpha)\,df/dk$. Hence

$$\frac{dF_x}{d\eta}=\frac{g\Upsilon}{2\pi^3\alpha}\iint k'f(k')\frac{df}{dk}L\,dk\,dk'.$$

Integrate by parts over $k$; the boundary terms vanish because $L=0$ at $k=0$ and $f=0$ at infinity. With $\partial L/\partial k=-2k'/(k^2-k'^2)$, the double integral becomes $2\iint k'^2ff'/(k^2-k'^2)$ as a principal value. Averaging it with its copy under $k\leftrightarrow k'$ leaves $-S^2$, where $S=\int_0^\infty f\,dk$. The density $n=(g/2\pi^2)\int k^2f\,dk$ gives, by the same substitution and one integration by parts, $dn/d\eta=g\Upsilon S/4\pi^2\alpha$. Dividing,

$$|\mu_{x}|=\frac2\pi\int_0^\infty f(k)\,dk .$$

In the cold limit $f=1$ up to $k_F=(6\pi^2n/g)^{1/3}$, so $|\mu_x|=2k_F/\pi=(48n/\pi g)^{1/3}$. In the classical limit $S=\frac12e^\eta\sqrt{\pi\Upsilon/\alpha}$ and $n=ge^\eta(\Upsilon/4\pi\alpha)^{3/2}$, so $|\mu_x|=8\pi\alpha n/(g\Upsilon)$.

**Density response.** Let $D=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}$. At the imaginary frequency $\omega=2\pi m\Upsilon$, with $m$ an integer,

$$P_a=g_a\!\int\!\frac{d^3k}{(2\pi)^3}\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\frac{D}{D^2+\omega^2}.$$

The substitution $\mathbf k\to-\mathbf k-\mathbf q$ reverses $D$ and turns the second term into a copy of the first. We may thus keep $2f_{\mathbf k}$. Now $D=\alpha_a(q^2+2kq\cos\theta)$, and the angular integral of $D/(D^2+\omega^2)$ is a logarithm divided by $4\alpha_akq$:

$$P_a=\frac{g_a}{8\pi^2\alpha_aq}\int_0^\infty\!kf\,\ln\frac{\alpha_a^2(q^2+2kq)^2+\omega^2}{\alpha_a^2(q^2-2kq)^2+\omega^2}\,dk .$$

For $\omega=0$ and $q\to0$ the logarithm tends to $2q/k$, and $P_a\to(dn_a/d\eta)/\Upsilon$. For a classical gas this is the $n/\Upsilon$ used above.

**Correlation.** Scale the interaction by $\lambda$ and write $P=P_e+P_h$. In RPA the density response is $P/(1+\lambda vP)$. Its frequency sum gives the density fluctuations, and these give

$$\frac{dF}{d\lambda}=\frac12\int\!\frac{d^3q}{(2\pi)^3}\,v\left[\Upsilon\sum_m\frac{P}{1+\lambda vP}-n_\Sigma\right],\quad n_\Sigma=n+p.$$

The value at $\lambda=0$ is the exchange energy. Subtract it and integrate $\lambda$ from 0 to 1:

$$F_c=\frac\Upsilon2\int\!\frac{d^3q}{(2\pi)^3}\sum_m\left[\ln(1+vP)-vP\right].$$

The derivative of the bracket with respect to $P$ is $-v^2P/(1+vP)$, so

$$|\mu_{c,a}|=\frac\Upsilon2\int\!\frac{d^3q}{(2\pi)^3}\sum_m\frac{v^2P}{1+vP}\frac{\partial P_a}{\partial n_a}.$$

With $m=0$ alone and $P=n_\Sigma/\Upsilon$, this is $(2/\pi)\int\kappa^2dq/(q^2+\kappa^2)=\kappa$, as found by hand.

**Ions.** To first order the mean ion potential cancels against the mean carrier potential by neutrality. For randomly placed ions, the second-order terms between different ions average out. Each ion keeps half its induced potential, $-\frac12\int v^2P_0/(1+vP_0)$, where $P_0$ is the static response. Differentiation gives

$$\Delta^{i}_a=\frac{n_{ion}}2\int\!\frac{d^3q}{(2\pi)^3}\frac{v^2}{(1+vP_0)^2}\frac{\partial P_{a}}{\partial n_a}.$$

The ion charge enters squared, so donors and acceptors add in $n_{ion}$, and both bands shift towards each other. In the classical limit the integral is $(16n_{ion}/\Upsilon)\int q^2dq/(q^2+\kappa^2)^2=4\pi n_{ion}/(\Upsilon\kappa)$, which equals $n_{ion}\sqrt{2\pi/(\Upsilon n_\Sigma)}$.

## Schenk's closed form

Doing these integrals at every mesh point of a device simulation would be slow. Schenk's model replaces them by two closed expressions. Let $n_p=\alpha_en+\alpha_hp$ and $U=n_\Sigma^2/\Upsilon^3$. The exchange-correlation shift is $\Delta^{xc}_a=N_a/M_a$ with

$$N_a=(4\pi)^3n_\Sigma^2\left[\left(\tfrac{48n_a}{\pi g_a}\right)^{1/3}+c_a\ln(1+d_an_p^{7/30})\right]+\tfrac{8\pi\alpha_a}{g_a}n_a\Upsilon^2+\sqrt{8\pi n_\Sigma}\,\Upsilon^{5/2},$$

$$M_a=(4\pi)^3n_\Sigma^2+\Upsilon^3+b_a\sqrt{n_\Sigma}\,\Upsilon^2+40\,n_\Sigma^{3/2}\Upsilon .$$

The ionic shift is

$$\Delta^i_a=\frac{n_{ion}(1+U)}{R_a+U L_a},\qquad L_a=j_an_p^{3/4}(1+k_an_p^{q_a}),$$

$$R_a=\sqrt{\Upsilon n_\Sigma/2\pi}\,\left[1+h_a\ln(1+\sqrt{n_\Sigma}/\Upsilon)\right].$$

The coefficients are fitted numbers, not derived ones:

- electrons: $b=8$, $c=1.3346$, $d=0.893$, $h=3.91$, $j=2.8585$, $k=0.012$, $q=3/4$;
- holes: $b=1$, $c=1.2365$, $d=1.153$, $h=4.20$, $j=2.9307$, $k=0.19$, $q=1/4$.

The limits can be read off. For a dilute gas $\Upsilon^3$ dominates $M_a$, and $N_a/M_a$ tends to $\sqrt{8\pi n_\Sigma/\Upsilon}=\kappa$. The classical exchange in $N_a$ is smaller, of first order in the density. The $b_a$ term of $M_a$ subtracts $b_a\sqrt{8\pi}\,n_\Sigma/\Upsilon^{3/2}$ at the same order, so the fit does not reproduce the exchange separately in this limit. The ionic part becomes $n_{ion}\sqrt{2\pi/(\Upsilon n_\Sigma)}$. At a density of $10^{-6}$ excitonic units and 300 K, all four ratios of fit to RPA lie within 0.4% of one.

For a cold dense gas the square bracket in $N_a$ remains, and its first term is the cold exchange derived above. The ionic part tends to $n_{ion}/L_a$. A power 3/4 also follows from the RPA integral over a limited range of densities. When the important $q$ exceed the Fermi momentum, $D\approx\alpha q^2$ and $P_0\approx2n/(\alpha q^2)$, so $vP_0=A/q^4$ with $A\propto n$. The ionic integral then scales as $\int q^4dq/(q^4+A)^2\propto A^{-3/4}$. The important $q$ lie near $A^{1/4}$. For $10^{20}$ donors per cm³ this is 4.7, against a Fermi momentum of 2.9, so the argument is only rough there: in a cold gas near this density the RPA integral falls with a power of about 0.78 for electrons and 0.60 for minority holes. At much higher densities it fails, because the Fermi momentum grows as $n^{1/3}$ and $A^{1/4}$ only as $n^{1/4}$.

The procedure for one point of a device is:

1. Form $\mathrm{Ry}$ and the Bohr radius from the masses and permittivity. Convert $n$, $p$, $n_{ion}$ and $kT$.
2. Compute $n_\Sigma$, $n_p$, $\Upsilon$ and $U$.
3. Evaluate $\Delta^{xc}_a$ and $\Delta^i_a$ for both carriers. A minority density of zero is harmless: its exchange terms vanish and the rest stays finite.
4. Multiply by $\mathrm{Ry}$. Add the two electron terms for the conduction edge, the two hole terms for the valence edge, and all four for the gap.

## The emitter, term by term

At $10^{20}$ cm⁻³, $n=n_\Sigma=n_{ion}=5.140$ and $p\approx0$. Then $n_p=0.5187\times5.140=2.666$ and $n_p^{7/30}=1.257$. The cold brackets are

$$\text{electrons: }1.871+1.3346\ln(2.123)=2.875,$$
$$\text{holes: }0+1.2365\ln(2.449)=1.108 .$$

The weight $(4\pi)^3n_\Sigma^2$ is 52 435. The other terms of $N_e$ are 13.6 and 34.7; those of $M_e$ are 3.8, 44.3 and 728. So

$$\Delta^{xc}_e=\frac{52\,435\times2.875+48.3}{53\,211}=2.834,$$

or 46.9 meV. In the same way $\Delta^{xc}_h=1.093$, or 18.1 meV.

For the ions, $U=26.42/3.811=6.93$. The electron terms are $R_e=1.130\times4.506=5.09$ and $L_e=6.11$, and

$$\Delta^i_e=\frac{5.140\times7.93}{5.09+6.93\times6.11}=0.859,$$

or 14.2 meV. For holes $R_h=5.39$ and $L_h=7.60$ give 0.702, or 11.6 meV. The sum is 5.49 Ry, a narrowing of 90.8 meV.

## Where the fit follows RPA and where it does not

For a neutral plasma with $n=p$ and no ions, the summed exchange-correlation shifts of fit and RPA differ by at most 3.4% of the RPA value in the four cases computed: $10^{18}$, $10^{19}$ and $10^{20}$ cm⁻³ at 300 K, and $10^{19}$ cm⁻³ at 40 K. This agreement holds for the sum only. At 300 K the fit is low for electrons and high for holes: 25.9 and 33.8 meV against 29.8 and 32.0 meV in RPA at $10^{19}$ cm⁻³, and 48.9 and 64.3 meV against 53.0 and 60.0 meV at $10^{20}$ cm⁻³. With one carrier type the totals also disagree. Totals at 300 K, in meV, are:

| Doping (cm⁻³) | Fit | RPA |
|---|---|---|
| n, $10^{18}$ | 28.7 | 33.4 |
| n, $10^{19}$ | 54.8 | 69.4 |
| n, $10^{20}$ | 90.8 | 123.2 |
| p, $10^{20}$ | 105.3 | 133.7 |

In the n-type emitter the fit lies 32.3 meV, or 26%, below RPA. The hole exchange-correlation term supplies 24.3 meV of this and the hole ionic term 7.9 meV. In p-type material the roles are reversed: the minority electrons have 16.2 meV of exchange-correlation in the fit and 39.2 meV in RPA. The majority holes err the other way, with 61.9 meV in the fit against 54.4 meV. At $10^{18}$ cm⁻³ the majority term is low as well, 9.3 against 11.7 meV, so the agreement for majority electrons does not extend to low doping. The fit crosses the RPA curve near $10^{20}$ cm⁻³, which gives the 0.3%, and stays within 2% of it from $5\times10^{19}$ to $5\times10^{20}$ cm⁻³.

The structure of the two expressions suggests the reason. In the fit, the cold correlation term depends on the densities through $n_p$ alone. It does not know whether carrier $a$ is itself abundant or rare. The RPA shift contains $\partial P_a/\partial n_a$, which does. At long wavelengths a rare classical carrier has $\partial P_a/\partial n_a=1/\Upsilon=0.64$ at 300 K. For a cold majority gas, $P_a=3n_a/2E_F$ with $E_F\propto n_a^{2/3}$, so the derivative is $1/2E_F$. With $E_F=\alpha_ek_F^2=4.5$ for the emitter this is 0.11 (0.15 with the Fermi function at 300 K), because the Pauli principle blocks most of the response. A correlation term of the size found when both carriers are abundant will then be too small for a rare carrier. The effect is large enough. Keep the screening of the emitter, but use the $\partial P_h/\partial n_h$ of a hole gas of $10^{20}$ cm⁻³: the RPA hole correlation then falls from 42.4 to 11.8 meV, more than the deficit of 24.3 meV. That this is how the deficit entered the fit remains a conjecture; the deficit itself is computed.

## Doping and temperature

From $10^{17}$ to $10^{20}$ cm⁻³ the n-type narrowing of the fit goes through 12.1, 28.7, 54.8 and 90.8 meV. The factor per decade falls from 2.4 to 1.7, while the classical $\sqrt n$ law would keep it at 3.2. P-type material has a somewhat larger narrowing at each of these dopings. At $10^{20}$ cm⁻³ the majority holes have 61.9 meV of exchange-correlation, against 46.9 meV for majority electrons; in RPA the difference is about half as large. Exchange favours the holes: in its cold form it varies as $g^{-1/3}$, and holes have the smaller degeneracy. In the fit, cold exchange accounts for 13.5 of the 15.0 meV difference. In RPA the exchange difference is 16.1 meV, but correlation is larger for the electrons and takes back 8.5 meV.

Now hold the doping and the ionization fixed and raise the temperature from 200 to 500 K. At $10^{18}$ cm⁻³ the fit falls from 29.9 to 26.2 meV, a drop of 12%; RPA drops by 20%. At $10^{20}$ cm⁻³ the fit rises by 1.6% and RPA by 2.2%. Heavy doping thus nearly removes the temperature dependence in both calculations.

The parts behave differently, however. In RPA exchange-correlation and the ionic part each rise by a little over 1 meV at the higher doping; in the fit they move in opposite directions. In the fit for the emitter, the largest thermal term of $M_e$ is 728 out of 53 211, so exchange-correlation can change little: it falls from 65.3 to 64.4 meV. The ionic part rises from 25.3 to 27.7 meV. To see why, write

$$\Delta^i_a=\frac{n_{ion}}{L_a}\,\frac{1+1/U}{1+R_a/(UL_a)} .$$

The second factor exceeds one when $R_a<L_a$, which holds here for both carriers at 300 K. From 200 to 500 K $R_a$ changes by less than 2%, while $1/U$ grows as $T^3$, so the factor rises. These shifts come on top of the ordinary change of the pure silicon gap with temperature, which the model does not contain.

## What the number means for a device

For classical carriers the equilibrium product $pn$ is multiplied by $e^{\Delta E_g/kT}$, so the effective intrinsic density grows by $e^{90.8/(2\times25.85)}=5.8$. The emitter is degenerate, however, with its Fermi level 65 meV above the band edge. For given $n$, Fermi statistics put this level higher than the classical formula $kT\ln(n/N_c)$ does, where $N_c=g_e(\Upsilon/4\pi\alpha_e)^{3/2}$. The excess is 31.8 meV, and it reduces $p$ by the same Boltzmann factor as a wider gap would. The net apparent narrowing is $90.8-31.8=59.0$ meV, and the factor becomes $e^{59.0/51.7}=3.1$. With the RPA total of 123.2 meV the same steps give 91.3 meV and a factor of about 5.85, so the shortfall of the fit nearly halves the predicted effective intrinsic density. Whichever total is chosen, a simulator that uses Fermi statistics should take the full narrowing (90.8 meV in Schenk's model); one that uses Boltzmann statistics needs the net value. Mixing the two counts degeneracy twice or not at all.

At $10^{20}$ donors per cm³ the assumption of weak ion scattering is strained. The variance of the screened potential of random donors is $n_{ion}\int v^2/(1+vP_0)^2\,d^3q/(2\pi)^3$, and its root is 89 meV. (The integral converges slowly; the 85.6 meV in the numerical output stops at $q=80$.) This is larger than the Fermi energy, but it is not the width of the band tails. The potential varies over the screening length, about 0.6 nm, while the Fermi wavelength is about 8 nm, so an electron averages over many donors. A better measure is the Born series for scattering by one screened donor: at the band edge its second term is about 0.4 of the first. The second-order ionic term is therefore not the start of a rapidly converging series. Disorder also smears the band edges into tails, whose width is not calculated here.

Two other omissions were estimated. With rough masses of 0.19 and 0.92 for the silicon valleys, anisotropy multiplies the electron exchange by 0.95, a loss of about 1.4 meV in the emitter. At $10^{18}$ cm⁻³ the donors are not fully ionized. An isolated level 45 meV deep with two spin states, a rough value, leaves 76% of them ionized at 300 K and lowers the narrowing by 2.4 meV. A real silicon donor has ten more 1s states about 12 meV higher; counting these as well leaves about 53% ionized and lowers the narrowing by 5.4 meV. Both estimates ignore the screening of the levels, which makes them shallower and raises the ionization.

The RPA reference has limits too. It leaves out vertex corrections, the warping of the valence bands and the short-range potential of the dopant core. It also keeps the permittivity at 11.7 down to the shortest distances, where that of real silicon is smaller. Rough estimates with model permittivities that fall with $q$ raise the emitter total by 7 to 20 meV, depending on the model and on the largest $q$ kept. The 123 meV for the emitter is therefore not a prediction of the measured narrowing. What the comparison does show is that, for minority carriers in heavily doped silicon, the closed form falls well short of the RPA calculation made here with the same masses. The remaining values are in the numerical output.

## Table of computed values

```
Excitonic Rydberg 16.550 meV, radius 3.7182 nm
alpha_e 0.5187, alpha_h 0.4813, kT/Ry at 300 K 1.5620
Polarization formula/direct: 1.000000
Exchange formula/direct: 0.999987
Dilute fit/RPA xc e,h; ion e,h: 0.9969 1.0013 0.9995 0.9993
Plasma n=p: cm^-3, K, xc sum fit, RPA (meV), ratio
  1e+18  300   29.46   30.38 0.969
  1e+19  300   59.73   61.82 0.966
  1e+20  300  113.21  113.05 1.001
  1e+19   40   61.43   60.74 1.011
Doped, 300 K, meV: xc_e xc_h ion_e ion_h total
  n 1e+17 fit   3.55   4.53   2.02   2.00  12.11
  n 1e+18 fit   9.30   9.72   4.92   4.80  28.74
  n 1e+18 RPA  11.67  11.39   5.07   5.23  33.37
  n 1e+19 fit  24.03  12.24   9.48   9.00  54.75
  n 1e+19 RPA  25.36  24.18   9.31  10.56  69.41
  n 1e+20 fit  46.90  18.09  14.21  11.62  90.83
  n 1e+20 RPA  46.75  42.37  14.49  19.55 123.16
  p 1e+17 fit   3.48   4.74   2.02   2.00  12.25
  p 1e+18 fit   6.64  15.15   4.92   4.80  31.51
  p 1e+19 fit  10.52  31.85   9.52   9.05  60.93
  p 1e+20 fit  16.19  61.92  14.96  12.27 105.34
  p 1e+20 RPA  39.22  54.36  27.58  12.50 133.67
n-type vs T: cm^-3, K, xc, ion, total (meV)
  1e+18 200  19.70  10.25  29.94
  1e+18 300  19.03   9.71  28.74
  1e+18 400  18.32   9.19  27.51
  1e+18 500  17.52   8.71  26.23
  fractional drop 200-500 K: fit 0.124, RPA 0.203
  1e+20 200  65.30  25.34  90.64
  1e+20 300  64.99  25.83  90.83
  1e+20 400  64.69  26.66  91.35
  1e+20 500  64.38  27.71  92.09
  fractional drop 200-500 K: fit -0.016, RPA -0.022
Emitter: n-type, 1e20 cm^-3, 300 K
  density in excitonic units 5.1404
  narrowing 90.83 meV = 5.488 excitonic Ry
  n_i,eff/n_i from narrowing alone 5.793
  fit minus RPA -32.34 meV
  Fermi level above band edge 65.32 meV
  degeneracy penalty 31.84 meV, net apparent 58.99 meV
  anisotropy: exchange factor 0.9486, loss 1.40 meV
  rms screened donor potential 85.6 meV
1e18 cm^-3, 45 meV level: ionized 0.760, change -2.35 meV
```
